# The Diamagnetism of Helium from a Screened 1s Orbital

## Problem

A free helium atom in its ground state is placed in a weak, uniform magnetic field $B$ along $z$. Its nucleus is held fixed, and relativistic corrections are neglected.

(a) Show that the molar susceptibility depends on the electronic state through the single number $S=\langle r_1^2+r_2^2\rangle$, and find the relation.

(b) Put both electrons into the orbital $\phi\propto e^{-\zeta r/a_0}$, where $a_0$ is the Bohr radius. Choose the effective charge $\zeta$ by minimizing the energy without the field, and calculate the susceptibility in cm³/mol.

(c) The measured susceptibility is roughly $-1.9\times10^{-6}$ cm³/mol. Compare the answer to (b) with this value and with the Hartree–Fock result, and explain the difference.

## A first estimate by scaling

Replace each electron by a charge $-e$ spread around a ring of radius $\ell$, perpendicular to the field and centred on the nucleus. The vector potential on the ring has magnitude $A=B\ell/2$. It adds to each electron the energy

$$
\frac{(eA)^2}{2m_e}=\frac{e^2B^2\ell^2}{8m_e}.
$$

The magnetic moment is minus the derivative of the energy with respect to $B$, which is $-e^2B\ell^2/(4m_e)$ per electron. For small magnetization the molar susceptibility in SI units is $\mu_0N_A$ times the atomic moment divided by $B$. Two electrons therefore give

$$
\chi\approx-\frac{\mu_0N_Ae^2\ell^2}{2m_e}.
$$

The Gaussian susceptibility in cm³/mol follows from the SI value in m³/mol on multiplication by $10^6/(4\pi)$. The factor $10^6$ converts the volume, and the factor $4\pi$ comes from the different definitions of susceptibility. It is convenient to define

$$
k=\frac{10^6}{4\pi}\,\frac{\mu_0N_Ae^2a_0^2}{6m_e}
=0.7920\times10^{-6},
$$

where the constants are in SI units and $k$ is then a number of cm³/mol. Since $1/2=3\times(1/6)$, the ring estimate becomes $\chi\approx-3k\,\ell^2/a_0^2$.

The length $\ell$ follows from the size of a 1s orbital. In the field of a charge $\zeta$ this size scales as $a_0/\zeta$. An unscreened electron in helium would have $\zeta=2$; one fully screened by its partner would have $\zeta=1$. The middle value, $\zeta=1.5$, gives

$$
\chi\approx-\frac{3(0.7920)}{(1.5)^2}\times10^{-6}
=-1.1\times10^{-6}\ \text{cm}^3/\text{mol}.
$$

The two limiting charges give $-0.6\times10^{-6}$ and $-2.4\times10^{-6}$. The order of magnitude is settled, but the answer is sensitive to the screening, because $\chi$ varies as $1/\zeta^2$. The estimate also leaves open how the ring radius is related to the real charge distribution.

## Solution

### (a) From the field to the mean square radius

With the origin at the nucleus, take $\mathbf A=\tfrac12\mathbf B\times\mathbf r=\tfrac12B(-y,x,0)$. An electron has charge $-e$, so its momentum $\mathbf p$ is replaced by $\mathbf p+e\mathbf A$. Because $\nabla\cdot\mathbf A=0$, the operators satisfy $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$, and

$$
\frac{(\mathbf p+e\mathbf A)^2}{2m_e}
=\frac{p^2}{2m_e}+\frac{e}{m_e}\mathbf A\cdot\mathbf p+\frac{e^2A^2}{2m_e}.
$$

Here $\mathbf A\cdot\mathbf p=\tfrac12B(xp_y-yp_x)=\tfrac12BL_z$ and $A^2=\tfrac14B^2(x^2+y^2)$. Adding the spin energy with $g=2$ and summing over both electrons gives the perturbation

$$
H'=\frac{eB}{2m_e}(L_z+2S_z)
+\frac{e^2B^2}{8m_e}\sum_{i=1}^{2}(x_i^2+y_i^2),
$$

where $L_z$ and $S_z$ are now total angular momenta.

The helium ground state has total orbital and spin angular momentum zero, so $(L_z+2S_z)|0\rangle=0$. The first-order energy of the linear term vanishes. Its second-order energy also vanishes, since that energy is built from the matrix elements $\langle n|L_z+2S_z|0\rangle$. Through order $B^2$, what remains is the expectation value of the quadratic term.

The state is spherically symmetric, so $\langle x^2\rangle=\langle y^2\rangle=\langle z^2\rangle=\langle r^2\rangle/3$ for each electron. Hence $\langle x^2+y^2\rangle=2\langle r^2\rangle/3$, and

$$
\Delta E=\frac{e^2B^2}{8m_e}\,\frac{2S}{3}
=\frac{e^2B^2S}{12m_e}.
$$

The induced moment is $-d(\Delta E)/dB=-e^2BS/(6m_e)$. Multiplication by $\mu_0N_A/B$ gives the Langevin formula,

$$
\chi=-\frac{\mu_0N_Ae^2}{6m_e}\,S .
$$

In Gaussian units this is $\chi=-k\,S/a_0^2$. The sign is negative because the field raises the energy, so the induced moment opposes the field.

The argument requires a field weak enough for terms beyond $B^2$ to be negligible. For helium this is no restriction on laboratory fields: in a Hartree–Fock calculation with the aug-cc-pVTZ basis those terms change the energy shift by only about 0.2 percent at $2\times10^4$ T. It also relies on the vanishing of the linear term. An atom with a permanent moment has a paramagnetic response from that term. In a molecule the electric field of the nuclei is not spherically symmetric, so $L_z|0\rangle$ need not vanish, and a second-order paramagnetic contribution can remain.

### (b) The effective charge

Use atomic units, with lengths in $a_0$ and energies in hartree. The normalized orbital is $\phi=(\zeta^3/\pi)^{1/2}e^{-\zeta r}$. The probability of finding an electron between $r$ and $r+dr$ is $P(r)\,dr$, with

$$
P(r)=4\pi r^2\phi^2=4\zeta^3r^2e^{-2\zeta r}.
$$

All radial integrals below follow from $\int_0^\infty r^ne^{-br}dr=n!/b^{n+1}$.

**Kinetic energy.** Integration by parts turns $-\tfrac12\int\phi\nabla^2\phi\,d^3r$ into $\tfrac12\int|\nabla\phi|^2d^3r$. Since $d\phi/dr=-\zeta\phi$, this equals $\zeta^2/2$ per electron, or $\zeta^2$ for the pair.

**Nuclear attraction.** The mean inverse radius is

$$
\left\langle\frac1r\right\rangle
=4\zeta^3\int_0^\infty re^{-2\zeta r}dr
=\frac{4\zeta^3}{(2\zeta)^2}=\zeta .
$$

Two electrons in the field of nuclear charge 2 contribute $2(-2\zeta)=-4\zeta$.

**Repulsion.** For spherical charge clouds, the angular average of $1/r_{12}$ is the inverse of the larger of the two radii. The regions $r_1>r_2$ and $r_2>r_1$ contribute equally, so

$$
E_{\text{rep}}=2\int_0^\infty\frac{P(r)}{r}\,Q(r)\,dr,
\qquad Q(r)=\int_0^rP(s)\,ds .
$$

The charge fraction inside radius $r$ is

$$
Q(r)=1-e^{-2\zeta r}(1+2\zeta r+2\zeta^2r^2),
$$

because this expression vanishes at $r=0$ and its derivative is $P(r)$. Inserting it gives

$$
\begin{aligned}
E_{\text{rep}}
&=8\zeta^3\left[\frac{1}{(2\zeta)^2}-\frac{1}{(4\zeta)^2}
-\frac{2\zeta\cdot2}{(4\zeta)^3}-\frac{2\zeta^2\cdot6}{(4\zeta)^4}\right]\\
&=8\zeta\left[\frac{16-4-4-3}{64}\right]=\frac58\zeta .
\end{aligned}
$$

**Minimum.** The total energy is

$$
E(\zeta)=\zeta^2-4\zeta+\frac58\zeta=\zeta^2-\frac{27}{8}\zeta .
$$

Its derivative, $2\zeta-27/8$, vanishes at

$$
\zeta=\frac{27}{16}=1.6875 .
$$

The second derivative is positive, so this is a minimum. Each electron screens $2-27/16=5/16$ of a nuclear charge from the other. The energy is $E=-(27/16)^2=-2.8477$ hartree.

**Susceptibility.** The mean square radius per electron is

$$
\langle r^2\rangle=4\zeta^3\int_0^\infty r^4e^{-2\zeta r}dr
=4\zeta^3\,\frac{24}{(2\zeta)^5}=\frac{3}{\zeta^2}.
$$

For $\zeta=27/16$ this is $3/2.8477=1.0535\,a_0^2$. Both electrons together give $S=2.1070\,a_0^2$, and therefore

$$
\chi=-0.7920\times2.1070\times10^{-6}
=-1.67\times10^{-6}\ \text{cm}^3/\text{mol}.
$$

In SI units this is $-2.10\times10^{-11}$ m³/mol.

The field could also change the best value of $\zeta$. By symmetry that change starts at order $B^2$. Since $E(\zeta)$ is stationary at its minimum, the change affects the energy at order $B^4$ and leaves $\chi$ unaltered.

### (c) Hartree–Fock and the measured value

The estimate in (b) is about 12 percent smaller in magnitude than the rough measured value. Part of the approximation is the restriction to a single exponential. Hartree–Fock removes this restriction: both electrons still share one spatial orbital, but its radial shape is free. With $u(r)=rR(r)$, where $R$ is the radial wavefunction and $\int u^2dr=1$, the orbital obeys

$$
\left[-\frac12\frac{d^2}{dr^2}-\frac2r+J(r)\right]u=\varepsilon u,
$$

$$
J(r)=\frac1r\int_0^ru^2(s)\,ds+\int_r^\infty\frac{u^2(s)}{s}\,ds .
$$

Here $J$ is the repulsion from the other electron, and $\varepsilon$ is the orbital energy. Since $J$ depends on $u$, the equation is solved repeatedly until the two agree. The energy, $\langle1/r\rangle$ and $\langle r^2\rangle$ below come from an expansion of the orbital in Gaussian functions. The mean radius, $\varepsilon$ and the division into inner and outer regions come from a finite-difference solution on a radial grid.

| Quantity, atomic units | Exponential | Hartree–Fock |
|---|---:|---:|
| Energy | −2.8477 | −2.8617 |
| $\langle1/r\rangle$ | 1.6875 | 1.6873 |
| $\langle r\rangle$ | 0.889 | 0.927 |
| $\langle r^2\rangle$ | 1.053 | 1.185 |

The moments are per electron. With $S=2.370\,a_0^2$, the Hartree–Fock susceptibility is

$$
\chi=-0.7920\times2.370\times10^{-6}
=-1.88\times10^{-6}\ \text{cm}^3/\text{mol},
$$

or $-2.36\times10^{-11}$ m³/mol. Relative to Hartree–Fock, the exponential misses 0.49 percent of the energy but 11 percent of $\langle r^2\rangle$.

**Why a good energy does not guarantee a good size.** The Hartree–Fock energy is a minimum among states with both electrons in one orbital. A small error $\delta$ in the orbital therefore raises the energy by an amount of order $\delta^2$. The mean square radius is not stationary there, so its error is in general of order $\delta$.

The exponential family itself gives an example. Completing the square in the energy gives

$$
E(\zeta)=\left(\zeta-\frac{27}{16}\right)^2-\left(\frac{27}{16}\right)^2 .
$$

To reproduce the Hartree–Fock $\langle r^2\rangle$, an exponential would need $\zeta=\sqrt{3/1.185}=1.591$. This choice raises the energy by $(1.6875-1.591)^2=0.009$ hartree, about 0.3 percent of its magnitude, while $\langle r^2\rangle$ grows by about 12 percent. The minimization has little to gain or lose from such a change in size.

**Where the missing size lies.** Far from the nucleus, the integral of $u^2$ out to $r$ approaches one, so $J(r)$ approaches $1/r$. The outer electron then moves in the potential $-1/r$: its partner screens one full nuclear charge. The radial equation becomes

$$
\frac{u''}{u}\approx-2\varepsilon-\frac2r .
$$

Try $u=r^qe^{-\kappa r}$, for which

$$
\frac{u''}{u}=\kappa^2-\frac{2\kappa q}{r}+\frac{q(q-1)}{r^2}.
$$

Matching the constant and the $1/r$ terms gives $\kappa=\sqrt{-2\varepsilon}$ and $q=1/\kappa$. The Hartree–Fock orbital energy is $\varepsilon=-0.918$ hartree, so $\kappa=\sqrt{1.836}=1.355$. The single exponential decays faster, with constant 1.6875. Near the nucleus the behaviour is different. There $J$ stays finite, so the term $-2/r$ dominates and $u''\approx-4u/r$. Inserting $u\propto r-\alpha r^2$ gives $-2\alpha=-4$, so $\alpha=2$ and $R$ falls off initially like $e^{-2r}$. A single exponential has one constant for both regions. Its optimal value, 1.6875, lies between 2 and 1.355, and so it is too large for the tail.

The radial densities show the consequence. Beyond $2a_0$, the exponential places 3.6 percent of each electron's charge and Hartree–Fock places 5.2 percent. This small difference matters because the Langevin formula weights charge by $r^2$. Of the difference in $\langle r^2\rangle$ between the two orbitals, 91 percent comes from beyond $2a_0$.

**What Hartree–Fock leaves out.** In Hartree–Fock each electron responds to the average charge of the other. Correlation between their instantaneous positions can be included by full configuration interaction, which finds the lowest-energy combination of all two-electron states that can be built from a chosen set of orbitals. In the standard basis aug-cc-pVQZ this gives $\langle r^2\rangle=1.196\,a_0^2$ per electron, against 1.186 for Hartree–Fock in the same basis. Correlation thus enlarges the mean square radius by about 0.8 percent at this level, and the susceptibility becomes $-1.89\times10^{-6}$ cm³/mol.

This reference is not converged in its last digit. The smaller basis aug-cc-pVTZ gives 1.199 and the larger aug-cc-pV5Z gives 1.194; part of this drift is already present in the Hartree–Fock values (1.187, 1.186, 1.185). An expansion that contains the distance $r_{12}$ explicitly converges to about 1.1935, some 0.002 below the aug-cc-pVQZ value. The correlation effect is then 0.7 percent, and the susceptibility remains $-1.89\times10^{-6}$ cm³/mol. Nuclear motion and relativity are also absent. Both the Hartree–Fock and the correlated susceptibility round to the rough measured value of $-1.9\times10^{-6}$ cm³/mol, which therefore cannot decide between them. That value is itself uncertain: tabulated measurements range from about $-1.88\times10^{-6}$ to $-2.02\times10^{-6}$, a spread much larger than the correlation effect. The single exponential falls short of this range by 11 to 17 percent, so its error is exposed in any case.

## The estimate and the solution compared

The ring estimate gave $-1.1\times10^{-6}$ cm³/mol, and the variational solution gives $-1.67\times10^{-6}$. Two factors connect them.

The first is the shape of the orbital. The ring had radius $a_0/\zeta$, which is the most probable radius of the 1s orbital: setting $dP/dr=0$ gives $2r-2\zeta r^2=0$, hence $r=1/\zeta$ in atomic units. The quantity that enters the magnetic energy is instead

$$
\langle x^2+y^2\rangle=\frac23\,\frac{3a_0^2}{\zeta^2}
=\frac{2a_0^2}{\zeta^2},
$$

twice the square of the ring radius. The spread of the charge to larger distances outweighs the fact that much of it lies out of the plane of the ring.

The second factor is the screening. Replacing the guessed charge 1.5 by 27/16 multiplies the result by $(1.5/1.6875)^2=0.79$. Together the factors give $2\times0.79=1.58$, and $1.58\times1.056=1.67$, where 1.056 is the ring estimate before rounding.

Scaling thus gives the right order of magnitude and the dependence on $1/\zeta^2$, but it cannot supply the factor 2, which depends on the shape of the orbital. The step from the exponential to Hartree–Fock is a further correction of shape. It increases the magnitude of $\chi$ by about 12 percent relative to the exponential result, mostly through charge in the outer part of the atom.
